# The hard-thermal-loop photon self-energy in a hot electron–positron plasma

## 1. Result and conventions

Consider massless electrons and positrons at temperature \(T\), with zero net charge. We use \(\hbar=c=k_B=1\), \(e^2=4\pi\alpha\) and the metric \((+,-,-,-)\). Fields vary as \(e^{-i\omega t+i\mathbf k\cdot\mathbf x}\), with \(K^\mu=(\omega,\mathbf k)\), and \(\omega\) stands for \(\omega+i0\), so that responses are retarded. The self-energy is defined by the induced current,

\[
j^\mu_{\rm ind}=-\Pi^{\mu\nu}A_\nu .
\]

At one loop, and for \(|\omega|,k\ll T\), its leading part is

\[
\Pi^{\mu\nu}=m_D^2\left[u^\mu u^\nu-\omega\left\langle\frac{v^\mu v^\nu}{\omega-\mathbf v\cdot\mathbf k}\right\rangle\right],\qquad m_D^2=\frac{e^2T^2}{3}. \tag{1}
\]

Here \(u^\mu=(1,\mathbf 0)\), \(v^\mu=(1,\mathbf v)\) with \(|\mathbf v|=1\), and \(\langle\;\rangle\) averages over the directions of \(\mathbf v\). Let \(\Pi_L=\Pi^{00}\), and let \(\Pi_T\) be defined by \(\mathbf j_{\rm ind}=-\Pi_T\mathbf A\) for \(\mathbf A\perp\mathbf k\). Then

\[
\Pi_L=m_D^2\left[1-\frac{\omega}{2k}\,\ell\right],\qquad
\Pi_T=\frac{m_D^2}{2}\left[\frac{\omega^2}{k^2}-\frac{\omega(\omega^2-k^2)}{2k^3}\,\ell\right],\qquad
\ell=\ln\frac{\omega+k}{\omega-k}. \tag{2}
\]

Four consequences follow. Static charges are screened with Debye mass \(m_D\). Long waves oscillate at \(\omega_p^2=e^2T^2/9\). Static magnetic fields are not screened. For \(|\omega|<k\) the fields are Landau damped.

## 2. The loop as a linear response

The one-particle Hamiltonian \(h=\boldsymbol\alpha\cdot\mathbf p\) has energies \(sp\), \(s=\pm1\), with projectors

\[
\Lambda_s(\mathbf p)=\tfrac12(1+s\,\boldsymbol\alpha\cdot\hat{\mathbf p}).
\]

Write \(\alpha^\mu=(1,\boldsymbol\alpha)\) and let \(q=-e\). The current operator is \(q\alpha^\mu\). The coupling is \(h'=q(A^0-\boldsymbol\alpha\cdot\mathbf A)=q\alpha^\nu A_\nu\), because \(A_i=-A^i\).

The one-particle density matrix obeys \(i\dot\rho=[h+h',\rho]\) and starts from \(\rho_0=f(h)\), where \(f(\varepsilon)=1/(e^{\varepsilon/T}+1)\). To first order, between states \(b\) and \(a\),

\[
\omega\,\delta\rho_{ba}=(\varepsilon_b-\varepsilon_a)\delta\rho_{ba}+h'_{ba}(f_a-f_b)
\;\Rightarrow\;
\delta\rho_{ba}=\frac{f_a-f_b}{\omega+\varepsilon_a-\varepsilon_b}\,h'_{ba}.
\]

The field adds momentum \(\mathbf k\), so \(a\) has momentum \(\mathbf p\) and \(b\) has \(\mathbf p'=\mathbf p+\mathbf k\). Summing \(q(\alpha^\mu)_{ab}\delta\rho_{ba}\) over states, with the projectors doing the spin sums, and comparing with the definition of \(\Pi^{\mu\nu}\) gives

\[
\Pi^{\mu\nu}=-e^2\sum_{s,s'}\int\!\frac{d^3p}{(2\pi)^3}\,
\frac{f(sp)-f(s'p')}{\omega+sp-s'p'}\,
{\rm Tr}\big[\Lambda_{s'}(\mathbf p')\alpha^\nu\Lambda_s(\mathbf p)\alpha^\mu\big]. \tag{3}
\]

This is the electron loop with two photon vertices.

Let \(n(p)=f(p)\). Since \(f(-p)=1-n(p)\), the loop splits into two parts. The 1 belongs to the filled negative-energy sea and gives the vacuum polarization. Taken literally, it contains a quadratically divergent constant in \(\Pi^{ij}\), proportional to \(\int d^3p/p\). A gauge-invariant regulator removes this constant, because a uniform static \(\mathbf A\) is a pure gauge and cannot drive a current. Lorentz invariance and current conservation then leave the form \(e^2(K^2g^{\mu\nu}-K^\mu K^\nu)\) times a dimensionless function that diverges only logarithmically. After charge renormalization this part is of order \(e^2K^2\) times a logarithm, which is small beside \(e^2T^2\), and we drop it. In the thermal part, \(f(sp)\) is replaced by \(s\,n(p)\).

The typical loop momentum is \(p\sim T\gg k\), so we expand in \(k/p\). Put \(\mathbf v=\hat{\mathbf p}\).

## 3. Scattering terms, \(s'=s\)

Here a particle is scattered by the field. With \(p'-p\simeq\mathbf v\cdot\mathbf k\),

\[
\frac{s[n(p)-n(p')]}{\omega+s(p-p')}\simeq\frac{-s\,n'(p)\,\mathbf v\cdot\mathbf k}{\omega-s\,\mathbf v\cdot\mathbf k}.
\]

For the trace, \(\alpha^i(\boldsymbol\alpha\cdot\mathbf v)+(\boldsymbol\alpha\cdot\mathbf v)\alpha^i=2v^i\) implies

\[
\alpha^i\Lambda_s=\Lambda_{-s}\alpha^i+s v^i. \tag{4}
\]

Multiply from the left by \(\Lambda_s\) and use \(\Lambda_s\Lambda_{-s}=0\). This gives \(\Lambda_s\alpha^i\Lambda_s=sv^i\Lambda_s\). Since \({\rm Tr}\,\Lambda_s=2\), the trace is \(2w^\mu w^\nu\) with \(w^\mu=(1,s\mathbf v)\).

In the \(s=-1\) term, change \(\mathbf p\to-\mathbf p\). It then equals the \(s=+1\) term: electrons and positrons contribute equally. Hence

\[
\Pi^{\mu\nu}_{\rm sc}=-4e^2\!\int\!\frac{d^3p}{(2\pi)^3}(-n')\,\frac{\mathbf v\cdot\mathbf k}{\omega-\mathbf v\cdot\mathbf k}\,v^\mu v^\nu
=-m_D^2\left\langle\frac{\mathbf v\cdot\mathbf k}{\omega-\mathbf v\cdot\mathbf k}\,v^\mu v^\nu\right\rangle, \tag{5}
\]

where the radial integral, done by parts, is

\[
m_D^2=\frac{2e^2}{\pi^2}\int_0^\infty\!dp\,p^2(-n')=\frac{4e^2}{\pi^2}\int_0^\infty\!dp\,p\,n(p)
=\frac{4e^2}{\pi^2}\,\frac{\pi^2T^2}{12}=\frac{e^2T^2}{3}.
\]

The last integral follows from \(n=\sum_{r\ge1}(-1)^{r+1}e^{-rp/T}\), which gives \(T^2\sum_r(-1)^{r+1}/r^2=\pi^2T^2/12\).

The same quantity is a charge susceptibility. At chemical potential \(\mu\) the density of electrons minus positrons is \(N=2\int\frac{d^3p}{(2\pi)^3}[n(p-\mu)-n(p+\mu)]\). Its derivative at \(\mu=0\) is \(4\int\frac{d^3p}{(2\pi)^3}(-n')\), so \(m_D^2=e^2\,\partial N/\partial\mu\).

## 4. Pair terms, \(s'=-s\)

These terms mix positive and negative energies. At leading order

\[
\frac{s[n(p)+n(p')]}{\omega+s(p+p')}\simeq\frac{2s\,n}{2sp}=\frac{n(p)}{p}.
\]

For spatial indices, set \(\mathbf p'=\mathbf p\) in the trace and use (4):

\[
{\rm Tr}[\Lambda_{-s}\alpha^j\Lambda_s\alpha^i]
={\rm Tr}[\Lambda_{-s}\alpha^j\alpha^i]+s v^j\,{\rm Tr}[\Lambda_{-s}\alpha^i]
=2\delta^{ij}-2v^iv^j .
\]

We used \({\rm Tr}\,\alpha^j\alpha^i=4\delta^{ij}\), and the fact that a product of three \(\alpha\) matrices is traceless. With \(\langle v^iv^j\rangle=\delta^{ij}/3\) and \(\int\frac{d^3p}{(2\pi)^3}\frac np=\frac{1}{2\pi^2}\frac{\pi^2T^2}{12}=\frac{T^2}{24}\),

\[
\Pi^{ij}_{\rm pair}=-e^2\cdot2\cdot2\cdot\frac{T^2}{24}\cdot\frac23\,\delta^{ij}
=-\frac{e^2T^2}{9}\delta^{ij}=-m_D^2\langle v^iv^j\rangle. \tag{6}
\]

One factor 2 counts the two values of \(s\); the other comes from the trace.

The remaining components are subleading. The 00 trace is \(1-\hat{\mathbf p}\cdot\hat{\mathbf p}'=O(k^2/p^2)\). The \(0i\) trace is proportional to \(s(\hat{\mathbf p}-\hat{\mathbf p}')^i\), which is \(O(k/p)\), and it cancels at that order between \(s=\pm1\).

## 5. Sum and angular integrals

Use \(\frac{\mathbf v\cdot\mathbf k}{\omega-\mathbf v\cdot\mathbf k}=\frac{\omega}{\omega-\mathbf v\cdot\mathbf k}-1\) in (5).

- **00:** the \(-1\) gives \(+m_D^2\), which is the \(u^\mu u^\nu\) term of (1).
- **0i:** the \(-1\) drops out because \(\langle v^i\rangle=0\).
- **ij:** the \(-1\) gives \(+m_D^2\langle v^iv^j\rangle\), which (6) cancels.

This proves (1). The current is conserved: \(K_\mu v^\mu=\omega-\mathbf v\cdot\mathbf k\) and \(K_\mu u^\mu=\omega\), so \(K_\mu\Pi^{\mu\nu}=m_D^2\,\omega\,(u^\nu-\langle v^\nu\rangle)=0\).

Let \(c=\mathbf v\cdot\hat{\mathbf k}\). Then

\[
\left\langle\frac{1}{\omega-kc}\right\rangle=\frac12\int_{-1}^1\frac{dc}{\omega-kc}=\frac{\ell}{2k},
\]

which gives \(\Pi_L\) in (2). For the transverse part, \(A_j=-A^j\) means \(j^i=+\Pi^{ij}A^j\), so \(\Pi_T\) is minus the transverse element of \(\Pi^{ij}\). Averaged about \(\hat{\mathbf k}\), the square of one transverse velocity component is \((1-c^2)/2\):

\[
\Pi_T=\frac{m_D^2\,\omega}{2}\left\langle\frac{1-c^2}{\omega-kc}\right\rangle .
\]

Writing \(c^2=\frac{\omega^2}{k^2}-\frac{(\omega-kc)(\omega+kc)}{k^2}\) gives \(\left\langle\frac{c^2}{\omega-kc}\right\rangle=\frac{\omega^2}{k^2}\frac{\ell}{2k}-\frac{\omega}{k^2}\). Therefore

\[
\Pi_T=\frac{m_D^2\,\omega}{2}\left[\frac{\ell}{2k}\Big(1-\frac{\omega^2}{k^2}\Big)+\frac{\omega}{k^2}\right],
\]

which is the form in (2).

In Coulomb gauge, Maxwell's equations with external sources become

\[
(k^2+\Pi_L)A^0=\rho_{\rm ext},\qquad (k^2-\omega^2+\Pi_T)\mathbf A=\mathbf j_{\rm ext}^{T}. \tag{7}
\]

They decouple because \(\Pi^{0i}\) is parallel to \(k^i\), while \(\mathbf A\) is perpendicular to it.

## 6. Static fields

As \(\omega\to0\) at fixed \(k\), \(\omega\ell\to0\). Hence \(\Pi_L\to m_D^2\), and a static charge \(Q\) has the potential with Fourier transform \(Q/(k^2+m_D^2)\), that is, \(A^0=Qe^{-m_Dr}/(4\pi r)\).

In the same limit \(\Pi_T\to0\), and a static magnetic field obeys the vacuum equation \(k^2\mathbf A=\mathbf j_{\rm ext}\). Two equal terms cancel here. The scattering part of \(\Pi_T\) is

\[
m_D^2\left\langle\frac{1-c^2}{2}\,\frac{kc}{\omega-kc}\right\rangle\;\to\;-m_D^2\left\langle\frac{1-c^2}{2}\right\rangle=-\frac{m_D^2}{3},
\]

and the pair part is \(+m_D^2/3\).

The reason is that a uniform static \(\mathbf A\) replaces \(h(\mathbf p)\) by \(h(\mathbf p-q\mathbf A)\). The thermal free energy is a convergent integral over all \(\mathbf p\), so the shift leaves it unchanged. The equilibrium current, its derivative with respect to \(\mathbf A\), vanishes. A static charge potential has no such freedom: it changes the local densities of electrons and positrons.

The thermal part of (3) can also be integrated numerically without expanding in \(k\). At \(\omega=0\), \(k=0.02\,T\), Gauss quadrature gives \(-0.3333\,m_D^2\) for scattering and \(+0.3332\,m_D^2\) for pairs. Their sum is \(-1.1\times10^{-4}m_D^2\), a finite-\(k\) correction.

## 7. Long waves

For \(x=k/\omega\ll1\), \(\ell=2(x+x^3/3+x^5/5+\dots)\), and (2) becomes

\[
\Pi_L\simeq-m_D^2\left(\frac{x^2}{3}+\frac{x^4}{5}\right),\qquad
\Pi_T\simeq m_D^2\left(\frac13+\frac{x^2}{15}\right).
\]

For \(\Pi_T\) the intermediate step is \((x^{-2}-1)(1+\frac{x^2}{3}+\frac{x^4}{5})\simeq x^{-2}-\frac23-\frac{2x^2}{15}\). Free waves are solutions of (7) without sources:

\[
\omega_L^2=\frac{m_D^2}{3}+\frac{m_D^2k^2}{5\omega_L^2},\qquad
\omega_T^2=k^2+\frac{m_D^2}{3}+\frac{m_D^2k^2}{15\omega_T^2}.
\]

Both start at \(\omega_p^2=m_D^2/3=e^2T^2/9\). Putting \(\omega^2=m_D^2/3\) in the small terms gives

\[
\omega_L^2\simeq\omega_p^2+\tfrac35k^2,\qquad \omega_T^2\simeq\omega_p^2+\tfrac65k^2 .
\]

The order of limits matters. For \(\omega\gg k\) the scattering part of \(\Pi_T\) vanishes and the pair part \(m_D^2/3\) survives. In the static limit the two cancel.

## 8. Landau damping

For \(0<\omega<k\), \(\omega-k+i0=(k-\omega)e^{i\pi}\), so

\[
\ell=\ln\frac{k+\omega}{k-\omega}-i\pi,
\qquad
{\rm Im}\,\Pi_L=\frac{\pi m_D^2\omega}{2k},\qquad
{\rm Im}\,\Pi_T=-\frac{\pi m_D^2\,\omega(k^2-\omega^2)}{4k^3}. \tag{8}
\]

Both signs mean absorption. The longitudinal dielectric function \(1+\Pi_L/k^2\) has a positive imaginary part. For transverse fields \(\mathbf E=i\omega\mathbf A\), so \(\mathbf j=-\Pi_T\mathbf A=(i\Pi_T/\omega)\mathbf E\), and the real part of the conductivity is \(-{\rm Im}\,\Pi_T/\omega>0\).

The imaginary part comes from \(\mathbf v\cdot\mathbf k=\omega\), where a particle moves in phase with the wave. This is energy conservation, \(p'-p=\omega\), for scattering by the field. Absorption exceeds emission because \(n(p)>n(p+\omega)\). Since \(|p'-p|\le k\), the process needs \(|\omega|\le k\). The waves of Section 7 have \(\omega>k\) and are undamped in this approximation.

Now let \(\omega\ll k\). Expanding (2) to second order in \(\omega/k\), with \(\ell\simeq2\omega/k-i\pi\),

\[
\Pi_T\simeq-\frac{i\pi m_D^2\,\omega}{4k}+\frac{m_D^2\omega^2}{k^2}. \tag{9}
\]

A slowly varying magnetic field is thus screened dynamically, although a static one is not. If its source is removed, most of it decays as \(e^{-\gamma t}\). A small part goes into the undamped transverse wave of Section 7. Near that pole the response \(1/(k^2-\omega^2+\Pi_T)\) is about \(1/(\omega_T^2-\omega^2)\), which supplies \(1/\omega_T^2\) of the static value \(1/k^2\), a fraction of about \(k^2/\omega_p^2\) for \(k\ll m_D\). These two parts do not add up exactly to the initial field: a remainder, also of order \(k^2/m_D^2\), comes from the branch points of \(\ell\) at \(\omega=\pm k\) and falls to a few percent of its initial size within a time of several \(1/k\), after which it oscillates with an amplitude that decreases roughly as \((kt)^{-2}\). To find \(\gamma\), continue (9) from the upper half-plane to \(\omega=-i\gamma\), keeping the term \(-i\pi\) in \(\ell\). With \(\omega^2\) neglected beside \(k^2\), (7) gives

\[
k^2=\frac{\pi m_D^2\gamma}{4k}\left(1+\frac{4\gamma}{\pi k}\right)
\;\Rightarrow\;\gamma\simeq\frac{4k^3}{\pi m_D^2}. \tag{10}
\]

This requires \(\gamma\ll k\), hence \(k\ll m_D\).

## 9. Worked example: \(T=10\) MeV

With \(e^2=0.09170\),

\[
m_D^2=\frac{0.09170\times100}{3}=3.057\ {\rm MeV}^2,\qquad
\omega_p^2=\frac{0.09170\times100}{9}=1.019\ {\rm MeV}^2 .
\]

So \(m_D=1.748\) MeV, and the Debye length is \(1/m_D=0.572\ {\rm MeV}^{-1}=113\) fm. The plasma frequency is \(\omega_p=1.009\) MeV, or \(1.53\times10^{21}\) rad/s. All numbers in this section are values of the leading-order formulas. Section 10 finds, for static fields, corrections of about half a percent of \(m_D^2\) at \(k=m_D\), so a fourth digit serves only to check the arithmetic.

**Modes.** At \(k=m_D\), solving (7) with (2) by numerical root finding gives \(\omega_T=1.186\,m_D=2.07\) MeV and \(\omega_L=1.044\,m_D=1.83\) MeV. Both lie above \(\omega=k\).

**Damping.** At \(\omega=k/2\), \(\ell=\ln3-i\pi\), and

\[
\frac{\Pi_L}{m_D^2}=1-\frac{\ell}{4}=0.725+0.785\,i,\qquad
\frac{\Pi_T}{m_D^2}=\frac12\left[\frac14+\frac{3\ell}{16}\right]=0.228-0.295\,i .
\]

**Magnetic decay.** At \(k=0.1\,m_D=0.175\) MeV, (10) gives \(\gamma=(0.004/\pi)\,m_D=1.27\times10^{-3}m_D=2.23\times10^{-3}\) MeV, a decay time of \(3.0\times10^{-19}\) s. Solving (7) with the full continued \(\Pi_T\) gives \(1.25\times10^{-3}m_D\), lower by 1.6%. The bracket in (10) accounts for this: \(4\gamma/(\pi k)=4\times0.0127/\pi=0.016\).

## 10. How good is the limit?

**Finite \(k\).** For static fields, and more generally for \(|\omega|\lesssim k\), the next terms of the expansion are smaller by \(k^2/p^2\). In the pair integral this turns \(\int dp\,p\,n\) into \(k^2\int dp\,n/p\), cut off below at \(p\sim k\). The correction, measured against \(m_D^2\), is therefore of order \((k/T)^2\ln(T/k)\). For \(|\omega|\gg k\) the frequency takes the place of \(k\): expanding the pair denominator \(\omega+s(p+p')\) and summing over \(s\) gives terms smaller by \(\omega^2/p^2\), so the relative correction is of order \((\omega/T)^2\ln(T/|\omega|)\) and does not vanish as \(k\to0\). At \(k=m_D\), where \(k/T=0.175\), numerical integration of the static thermal loop gives \(\Pi_L=0.994\,m_D^2\) and \(\Pi_T=-0.005\,m_D^2\), so the corrections are about half a percent of \(m_D^2\). The vacuum part, also proportional to \(K^2\) up to a logarithm, is not included in these numbers.

**Masses.** For a lepton of mass \(m\), the susceptibility formula holds with \(n\) taken at \(E=\sqrt{p^2+m^2}\) and \(-n'\) replaced by \(-dn/dE\). Integrated numerically, it shows that the electron mass (\(m_e/T=0.051\)) lowers \(m_D^2\) by 0.04%, and that thermal muons would add 0.08%.

**Collisions and higher loops.** Both are left out. Collisions limit how long a particle stays in phase with a wave, so (8) and (10) need fields that vary over distances short compared with the mean free path. The absence of a magnetic mass has been shown here at one loop.

Numerical values quoted here were computed with a short program.
